# Davidson's correction, its stagnation with an exact preconditioner, and the projected repair

## Two states, two preconditioners

Take the matrix

$$H=\begin{pmatrix}0&v\\ v&\Delta\end{pmatrix},\qquad \Delta>0,\; v\neq0,$$

and start the search for its lowest eigenvector from $e_0=(1,0)^T$. The energy estimate is $\theta=e_0^THe_0=0$, and the residual is $r=(H-\theta)e_0=(0,v)^T$. A residual says that $e_0$ is wrong but not by how much, so it should be divided by some estimate of $H-\theta$.

Using the diagonal of $H$ as the estimate gives $t=(0,-v/\Delta)^T$. The first component of $r$ is zero and is left at zero. The vectors $e_0$ and $t$ span the whole space, so diagonalizing $H$ between them solves the problem.

Now use the best conceivable estimate, $H$ itself. Since $r=He_0$,

$$t=-H^{-1}r=-H^{-1}He_0=-e_0 .$$

The new vector is the old one with its sign changed. The crude preconditioner finishes the calculation and the perfect one cannot begin it. The fault must lie in the equation that the preconditioner is asked to solve.

## The equation for the missing part

Let $H$ be a real symmetric matrix in an orthonormal basis, with diagonal $D$ and off-diagonal part $V=H-D$. A small search space $S$ is given. Its Ritz vector $u$ is the normalized vector that minimizes $u^THu$ within $S$, and $\theta=u^THu$ is the Ritz value. The minimum condition is $s^T(H-\theta)u=0$ for every $s$ in $S$, so the residual $r=(H-\theta)u$ is orthogonal to $S$, and in particular $u^Tr=0$.

Let $E$ be the lowest eigenvalue. If its eigenvector is not orthogonal to $u$, it can be scaled to the form $u+t$ with $u^Tt=0$. With $E=\theta+\varepsilon$,

$$0=(H-\theta-\varepsilon)(u+t)=r+(H-\theta)t-\varepsilon u-\varepsilon t ,$$

so that

$$(H-\theta)t=-r+\varepsilon u+\varepsilon t. \tag{1}$$

Multiply by $u^T$. On the left, $u^T(H-\theta)t=r^Tt$ because $H$ is symmetric. On the right, $u^Tr=u^Tt=0$ and $u^Tu=1$. Hence $\varepsilon=r^Tt$.

Davidson's correction drops both terms with $\varepsilon$ and replaces $H$ on the left by $D$:

$$t=-(D-\theta)^{-1}r. \tag{2}$$

The space is enlarged by the part of $t$ orthogonal to $S$, and $H$ is diagonalized again in the larger space. The length of $t$ is therefore irrelevant, and so is any component of $t$ that lies in $S$.

## When this is first-order perturbation theory

Let $u=e_0$ be a basis vector, and consider $D+\lambda V$ with eigenvector $e_0+\lambda x_1+\lambda^2x_2+\dots$, where $x_1,x_2,\dots$ are orthogonal to $e_0$, and eigenvalue $D_0+\lambda E_1+\lambda^2E_2+\dots$. The terms of order $\lambda$ are

$$(D-D_0)x_1+(V-E_1)e_0=0 .$$

The component along $e_0$ gives $E_1=V_{00}=0$, since $V$ has no diagonal. The other components give

$$(x_1)_i=-\frac{H_{i0}}{D_i-D_0},\qquad i\neq0. \tag{3}$$

This is equation (2), because $\theta=D_0$, $r_i=H_{i0}$ for $i\ne0$, and $r_0=0$. The component $i=0$ of (2) has the form $0/0$ and is set to zero. The expansion assumes that $D_0$ is not degenerate, $D_i\neq D_0$ for $i\neq0$. A state with $D_i=D_0$ can mix with $e_0$ at zeroth order even when $H_{i0}=0$, if the two are linked through other states. At order $\lambda^2$, projection on $e_0$ gives $E_2=e_0^TVx_1=r^Tx_1$, or

$$E_2=-\sum_{i\neq0}\frac{H_{i0}^2}{D_i-D_0}.$$

For a general Ritz vector the identification fails. Perturbation theory must start from an eigenvector of its zeroth-order matrix, and a mixture $u$ of basis vectors is in general not an eigenvector of $D$. Equation (2) is then a truncation of (1), and nothing in it keeps $t$ orthogonal to $u$.

A real matrix shows the sizes involved. Take formaldehyde, H2CO, with chosen rounded distances of 1.21 Å (C–O) and 1.11 Å (C–H) and an H–C–H angle of 116°. In the STO-3G basis, six electrons are distributed in all ways with zero spin projection over seven Hartree–Fock orbitals. This gives 1225 determinants, few enough for full diagonalization to supply a reference. The reference is the solution of this model: it omits correlation of the remaining electrons and everything outside the minimal basis. Converging the iteration removes neither error.

The Hartree–Fock determinant $e_0$ has weight 0.935 in the ground state and lies 0.08265 hartree (2.249 eV) above it. All errors below are relative to the ground-state energy of the same matrix. The first correction has norm 0.344, and $E_2=-0.1127$ hartree, which overshoots the true lowering of 0.0827 hartree. Diagonalizing $H$ between $e_0$ and $t$ cannot overshoot, because a Ritz value is never below $E$. It leaves an error of 0.00461 hartree.

## What a better preconditioner does to the naive scheme

Replace $D$ in (2) by a symmetric approximation $M$ to $H$, with $M-\theta$ nonsingular:

$$t=-(M-\theta)^{-1}r. \tag{4}$$

The step is useless when $t$ lies in $S$. Multiplying (4) by $M-\theta$ shows that this happens if and only if $r$ lies in $(M-\theta)S$, the set of vectors $(M-\theta)s$ with $s$ in $S$. For $M=H$ it always does, because $r=(H-\theta)u$; then $t=-u$.

It would be natural to expect progress to fade gradually as $M$ approaches $H$. To see what happens, write $F=H-M$. Then $r=(M-\theta)u+Fu$, and

$$t=-u-(M-\theta)^{-1}Fu. \tag{5}$$

All the new content comes from the error of the preconditioner acting on $u$. Let $F=sG$ with a fixed matrix $G$ and $s\to0$, while $\theta$ is not an eigenvalue of $H$. With the projector $P=1-uu^T$,

$$\frac{Pt}{s}\;\to\;-P(H-\theta)^{-1}Gu .$$

Suppose this limit does not lie in $S$; in particular it is not zero. Then the new part shrinks in proportion to $s$, but its direction tends to a limit, and direction is all that matters to the subspace. The limit may even be a good direction: $(H-\theta)^{-1}$ divides the component of $Gu$ along each eigenvector by the distance of its eigenvalue from $\theta$, and so favours the eigenvectors nearest in energy. At $s=0$ the new part is absent. Along such a family $M=H-sG$, stagnation is thus a discontinuity at $s=0$ and not the end of a gradual decline. The next section shows cases that behave differently: one where the limit vanishes, and one where progress is lost bit by bit as $M$ is improved.

For H2CO, let $u$ be the Ritz vector after one Davidson step, with error $4.61\times10^{-3}$ hartree, and let $M=D+(1-s)V$, so that $F=sV$. The energy is minimized in the plane of $u$ and $t$. The share is $\|Pt\|/\|t\|$, and errors are in hartree. The last column belongs to the repaired vector derived below.

| $s$ | share | error, (4) | error, repaired |
|---|---|---|---|
| 1 | 1.00 | $7.9\times10^{-4}$ | $7.8\times10^{-4}$ |
| 0.1 | 0.17 | $5.0\times10^{-5}$ | $5.7\times10^{-6}$ |
| $10^{-3}$ | $1.5\times10^{-3}$ | $3.9\times10^{-5}$ | $1.7\times10^{-8}$ |
| $10^{-6}$ | $1.5\times10^{-6}$ | $3.9\times10^{-5}$ | $2.0\times10^{-8}$ |
| 0 | $6\times10^{-14}$ | $4.6\times10^{-3}$ | $2.0\times10^{-8}$ |

The error of scheme (4) settles at the value set by the limiting direction, and at $s=0$ there is no gain. The share printed there is rounding noise, which the program does not accept as a direction. For small nonzero $s$ the useful part is the small remainder of a cancellation: a share of $10^{-6}$ costs about six digits.

## Stagnation far from the exact preconditioner

The criterion $r\in(M-\theta)S$ can also be met by an $M$ that is not close to $H$. Start from $e_0$, where $Ve_0=r$ and $(D-\theta)e_0=0$. For $M=D+(1-s)V$,

$$(M-\theta)e_0=(1-s)r\quad\Longrightarrow\quad t=-\frac{e_0}{1-s}\qquad(0\le s<1),$$

provided $M-\theta$ is nonsingular. Keeping every off-diagonal element at any fixed nonzero fraction of its value is enough to stop the first step, which the program confirms at $s=0.5$. At $s=1$ the matrix $D-\theta$ is singular on $e_0$, the argument does not apply, and (3) takes over.

A more practical preconditioner equals $H$ among the $k$ determinants of lowest diagonal energy and $D$ elsewhere. Split the residual of $e_0$ into parts inside and outside the block, $r=r_{\rm in}+r_{\rm out}$. The column of $M-\theta$ belonging to $e_0$ is $r_{\rm in}$, so $(M-\theta)^{-1}r_{\rm in}=e_0$. Outside the block $M$ is diagonal. Therefore

$$t=-e_0-(D-\theta)^{-1}r_{\rm out}.$$

Every first-order correction inside the block, where $M$ was improved, has been lost. For H2CO the first step with $k=1$, the plain diagonal, leaves an error of 0.0046 hartree; with $k=100$ it leaves 0.054 hartree. A block of 387 determinants contains all those coupled to $e_0$. Then $r_{\rm out}=0$, and the iteration stops at the Hartree–Fock energy, although $M$ is still diagonal for the other 838 determinants. With $k=386$ one coupled determinant remains outside. The first step lowers the energy by only $2\times10^{-4}$ hartree, and convergence takes 50 vectors against 13 for the plain diagonal.

## Choosing a zeroth-order matrix that knows $u$

The naive step treats $u$ as a zeroth-order eigenvector, although $u$ is in general not an eigenvector of $M$. In the table this does little harm for $M=D$, but for $M=H$ no new direction is left. The cure is to build a matrix of which $u$ is an eigenvector:

$$H_0=\theta\,uu^T+PMP .$$

Since $Pu=0$, $H_0u=\theta u$. The perturbation acts on $u$ as $(H-H_0)u=Hu-\theta u=r$, and its first-order energy is $u^Tr=0$. The first-order equation is therefore $(H_0-\theta)t=-r$ with $u^Tt=0$. On such a vector $t=Pt$ and $H_0t=PMPt$, so

$$P(M-\theta)P\,t=-r,\qquad u^Tt=0. \tag{6}$$

This is first-order perturbation theory for any Ritz vector, provided that $P(M-\theta)P$ is invertible on the space orthogonal to $u$.

To solve (6) with the unprojected $M$, write out the left projector: $P(M-\theta)t=(M-\theta)t-\varepsilon_Mu$, with $\varepsilon_M=u^T(M-\theta)t$. Equation (6) becomes $(M-\theta)t=-r+\varepsilon_Mu$, and hence

$$t=-(M-\theta)^{-1}r+\varepsilon_M(M-\theta)^{-1}u,\qquad
\varepsilon_M=\frac{u^T(M-\theta)^{-1}r}{u^T(M-\theta)^{-1}u}, \tag{7}$$

where $\varepsilon_M$ follows from $u^Tt=0$. This is Olsen's correction. Compared with (1), it has $M$ in place of $H$ and $\varepsilon_M$ in place of $\varepsilon$. It restores the term along $u$ and still drops $\varepsilon t$, a product of two small quantities. For $M=D$ and $u=e_0$ the inverses in (7) do not exist, but (6) can be solved directly and gives (3).

The program differentiates the lowest eigenvector of $H_0+\lambda(H-H_0)$ numerically at $\lambda=0$, with $M=D$ and the second Ritz vector of H2CO. The slope agrees with (7) to a relative $10^{-6}$. It differs from Davidson's vector by 2.2% of its own norm, but most of this difference lies along $u$ and is harmless. The part orthogonal to $u$ is about 0.5%, and the part orthogonal to the two-vector search space about 0.01%, so for $M=D$ the two vectors add nearly the same new direction here.

Can the repaired step stagnate? Multiply (6) by $t^T$ to get $t^T(M-\theta)t=-t^Tr$. If $t$ were in $S$, the right side would vanish, because $r$ is orthogonal to $S$. This is impossible for $t\ne0$ if $M-\theta$ is positive definite on the part of $S$ orthogonal to $u$. For $M=H$ that condition holds whenever $\theta$ is the lowest Ritz value and is not degenerate. And $t$ cannot be zero while $r\neq0$. With $M=H$, which defeated the naive scheme, the repaired step therefore always adds a new direction, as long as (6) can be solved.

## The exact limit and its cubic convergence

With $M=H$, equation (6) is the Jacobi–Davidson correction equation. Since $(H-\theta)^{-1}r=u$, equation (7) gives

$$u+t=\varepsilon_H(H-\theta)^{-1}u,\qquad \varepsilon_H=\frac1{u^T(H-\theta)^{-1}u}. \tag{8}$$

In the two-state example, $H^{-1}e_0=(-\Delta/v^2,\,1/v)^T$, so $\varepsilon_H=-v^2/\Delta$, and

$$t=-e_0-\frac{v^2}{\Delta}\begin{pmatrix}-\Delta/v^2\\ 1/v\end{pmatrix}=\begin{pmatrix}0\\-v/\Delta\end{pmatrix}.$$

The naive scheme returned $-e_0$; the added term cancels it and leaves the missing direction.

Equation (8) is a step of Rayleigh-quotient iteration. To find its rate, let $x$ be the normalized ground state, assumed nondegenerate, and write $u=\cos\varphi\,x+\sin\varphi\,w$, with $w$ normalized and orthogonal to $x$. Then

$$(H-\theta)^{-1}u=\frac{\cos\varphi}{E-\theta}\,x+\sin\varphi\,(H-\theta)^{-1}w .$$

The second term is still orthogonal to $x$, because $H$ does not mix its eigenvectors. The ratio of the two lengths is the tangent of the new angle:

$$\tan\varphi'=\tan\varphi\,(\theta-E)\,\|(H-\theta)^{-1}w\|. \tag{9}$$

The energy error is itself quadratic in the angle:

$$\theta-E=\cos^2\!\varphi\,E+\sin^2\!\varphi\,w^THw-E=\sin^2\!\varphi\,(w^THw-E).$$

As $\varphi\to0$ the norm in (9) stays bounded, by the inverse of the distance from $\theta$ to the next level, so $\varphi'$ is of order $\varphi^3$. A small gap delays this regime.

For H2CO, let each step replace $u$ by the normalized $u+t$, starting from $e_0$. Initially $\sin\varphi=0.2543$, hence $\tan\varphi=0.2629$, and $\theta-E=0.08265$ hartree. The new tangent is 0.02459, so the norm in (9) is $0.02459/(0.2629\times0.08265)=1.13$ hartree$^{-1}$. The following tangent is $1.68\times10^{-5}$. The energy errors at these three stages are $8.3\times10^{-2}$, $5.4\times10^{-4}$ and $2.2\times10^{-10}$ hartree. A third step reaches rounding level, where (9) can no longer be checked.

Keeping $u$ and $t$ as separate basis vectors does at least as well, since $u+t$ is one of the vectors over which the energy is minimized. The first step then leaves $9.2\times10^{-5}$ instead of $5.4\times10^{-4}$ hartree. The last column of the earlier table shows that $M=H$ need not give the lowest energy in one step: $s=10^{-3}$ did slightly better. Equation (6) still omits $\varepsilon t$, so its exact solution is in general not the optimal direction.

## A scheme that can be afforded

Solving (6) exactly with $M=H$ is itself a large linear problem. An approximate solution is enough, provided the projectors are kept:

1. Diagonalize $H$ in $S$; form $u$, $\theta$ and $r$. Stop if $\|r\|$ is small enough.
2. Solve $P(H-\theta)Pt=-r$ roughly, by a few conjugate-gradient steps preconditioned with $P(D-\theta)P$.
3. Orthogonalize $t$ to $S$, normalize it, add it to $S$, and return to 1.

The first search direction of the inner solver is the preconditioner's solution for the right side $-r$, which is Olsen's vector with $M=D$. One inner step only rescales it. Many inner steps approach the Jacobi–Davidson vector. Both limits are tested by the program.

Conjugate gradients require $P(H-\theta)P$ to be positive definite on the vectors orthogonal to $u$. Let $\nu$ be the lowest value of $y^THy$ among normalized $y$ orthogonal to $u$, and $E'$ the second eigenvalue of $H$. The energies of two orthonormal vectors cannot add up to less than the two lowest eigenvalues, so $\theta+\nu\ge E+E'$. Hence $\nu>\theta$ is guaranteed if

$$\theta-E<\tfrac12(E'-E).$$

For H2CO the gap is 0.1804 hartree and half of it is 0.0902, above the initial error of 0.0827. The condition holds from the start, and continues to hold because the Ritz value cannot rise as $S$ grows. The preconditioner $P(D-\theta)P$ must be positive definite on the same vectors. At the first step it is, because each $D_i=e_i^THe_i$ with $i\neq0$ is at least $\nu>\theta$. Afterwards $\theta$ lies below $D_0$, the smallest diagonal element, so $D-\theta$ itself is positive definite. For an excited state, or a ground state with a close neighbour, $P(H-\theta)P$ can be indefinite on these vectors, and a solver for indefinite symmetric matrices is then the safe choice.

All runs start from $e_0$ and stop at $\|r\|<10^{-7}$ hartree. With the plain diagonal, Davidson's and Olsen's vectors both need 13 basis vectors, so here the repair brings no gain in the count. With the exact block of 387 determinants, Olsen's vector converges in 12 where Davidson's stagnates, and with $M=H$ it converges in 4.

As programmed, three inner steps give convergence with 6 basis vectors and $6+3\times5=21$ products of $H$ with a vector. Six inner steps need 4 basis vectors and $4+6\times3=22$ products. Plain Davidson needs 13 of each. The inner solver already forms the product of $H$ with each of its search directions, and these can be combined to give $Ht$. That saves one product per added vector and lowers the counts to 16 and 19, still above 13. For this matrix, these inner iterations save basis vectors but not products with $H$. If those products dominate the cost, the diagonal correction is the better choice here; if a better $M$ is available cheaply, (7) is the safer way to use it. Scheme (4) with the exact block stalls from the start $e_0$ used here; this depends on the start, and from the lowest eigenvector of the block the two schemes need the same number of vectors for $k=100$ and $k=387$.

## Table of computed values

```
C-O, C-H lengths: 1.21, 1.11 angstrom; HCH 116 deg
Determinants: 1225
Hartree-Fock total energy: -112.35403897 hartree
CI ground-state total energy: -112.43669022 hartree
HF minus CI energy: 0.08265126 hartree = 2.2491 eV
Gap to next CI level of any symmetry: 0.180419 hartree
Weight of HF determinant in ground state: 0.935357
Norm of first Davidson vector: 0.343915
Relative deviation from numerical slope: 4.4e-07
Second-order energy, formula: -0.112659 hartree
Second-order energy, from eigenvalues: -0.112659 hartree
Ritz error after one Davidson step: 0.00460714 hartree
Second Ritz vector: slope vs Olsen 1.0e-06, vs Davidson 2.2e-02
HF start, half of V kept in M: new share 3.6e-17
Second Ritz vector, M = D+(1-s)V; errors in hartree after one step
  s        new share   Davidson error  Olsen error
  1.0e+00   1.00e+00   7.870e-04       7.806e-04
  1.0e-01   1.66e-01   4.955e-05       5.665e-06
  1.0e-03   1.47e-03   3.925e-05       1.708e-08
  1.0e-06   1.47e-06   3.920e-05       1.995e-08
  0.0e+00   6.21e-14   4.607e-03       1.996e-08
JD energy shift -0.00462060, true shift -0.00460714 hartree
Exact JD steps from HF: sin(phi), energy error, next tan(phi): law, found
  0  2.5425e-01  8.2651e-02  2.4585e-02  2.4585e-02
  1  2.4578e-02  5.4118e-04  1.6785e-05  1.6785e-05
  2  1.6785e-05  2.1674e-10  5.0746e-15  7.9973e-15
Smallest block holding all determinants coupled to HF: 387
Exact block size k: error after first step (hartree), vectors, outcome
  k=    1 Davidson  4.6071e-03   13  converged
  k=    1 Olsen     4.6071e-03   13  converged
  k=  100 Davidson  5.4476e-02   15  converged
  k=  100 Olsen     3.6041e-03   13  converged
  k=  386 Davidson  8.2429e-02   50  converged
  k=  386 Olsen     2.0960e-03   12  converged
  k=  387 Davidson  8.2651e-02    1  stagnated
  k=  387 Olsen     2.0951e-03   12  converged
  k= 1225 Davidson  8.2651e-02    1  stagnated
  k= 1225 Olsen     9.2420e-05    4  converged
Inner solver: 1 step vs Olsen, 1-cosine = 0.0e+00; up to 100 steps vs exact JD 5.7e-13
Diagonal Davidson: 13 vectors, 13 H products
JD with 3 inner steps: 6 vectors, 21 H products
JD with 6 inner steps: 4 vectors, 22 H products
```
